# Cancelling the quadratic smearing error in the energy of a metal

In a tight-binding model of the p bands of fcc lead, Gaussian smearing of width 0.2 eV raises the internal energy by 4.97 meV per atom and lowers the generalized free energy by 4.97 meV; each value moves by up to 0.01 meV among k-mesh spacings of 0.020 Å$^{-1}$ and finer. Their mean agrees with the zero-width energy to better than 0.04 meV, the amount by which that reference itself changes when the k-mesh spacing is refined from 0.026 to 0.020 Å$^{-1}$. The two large errors are nearly equal and opposite because both are fixed by the density of states at the Fermi level, as the following derivation shows.

Let $g(\varepsilon)$ be the density of states per atom or cell, with spin included, and let $\sigma$ be the smearing width, an energy. The occupation of a level is

$$f(x)=\int_x^\infty \delta(t)\,dt,\qquad x=\frac{\varepsilon-\mu}{\sigma},$$

where $\mu$ is the chemical potential and $\delta(t)$ is a positive, even function of unit area. Gaussian smearing has $\delta=e^{-t^2}/\sqrt\pi$. Fermi-Dirac smearing has $f=1/(e^x+1)$, $\delta=-f'$ and $\sigma=k_BT$. The electron number, internal energy and generalized free energy are

$$N=\int g f\,d\varepsilon,\qquad E=\int g\,\varepsilon f\,d\varepsilon,\qquad F=E-\sigma S,\qquad S=\int g\,s\,d\varepsilon .$$

The levels are held fixed for now; self-consistency comes later.

The function $s$ is chosen so that the prescribed occupations make $F$ stationary at fixed $N$. Varying $F-\mu N$ with respect to the occupation of one level gives $\varepsilon-\mu-\sigma\,ds/df=0$, hence $ds/df=x$. Since $df/dx=-\delta$, it follows that $ds/dx=-x\delta(x)$. An empty level has no entropy, so $s\to0$ as $x\to\infty$, and

$$s(x)=\int_x^\infty t\,\delta(t)\,dt .$$

For the Gaussian this is $s=e^{-x^2}/(2\sqrt\pi)$. For Fermi-Dirac occupations $x=\ln[(1-f)/f]$, and integration over $f$ gives $s=-f\ln f-(1-f)\ln(1-f)$. The stationary point is a minimum, because $d^2s/df^2=dx/df=-1/\delta<0$ makes $-\sigma s$ convex. In the Gaussian case $S$ is a mathematical companion of the occupations, not a thermal entropy.

The expansion is simplest for the grand potential,

$$\Omega(\mu,\sigma)=E-\sigma S-\mu N=\sigma\int g\,(xf-s)\,d\varepsilon .$$

Inserting the integrals for $f$ and $s$ gives $xf-s=\int_x^\infty(x-t)\,\delta(t)\,dt$. The condition $t>x$ is the same as $\varepsilon<\mu+\sigma t$, and $\sigma(x-t)=\varepsilon-(\mu+\sigma t)$. Exchanging the order of integration then yields

$$\Omega(\mu,\sigma)=\int_{-\infty}^{\infty}\delta(t)\,\Omega_0(\mu+\sigma t)\,dt,\qquad \Omega_0(\mu)=\int_{-\infty}^{\mu}g(\varepsilon)(\varepsilon-\mu)\,d\varepsilon .$$

The smeared grand potential is thus the zero-width one averaged over a spread of chemical potentials. In differentiating $\Omega_0$ the boundary term vanishes, so $\Omega_0'=-N_0(\mu)$, where $N_0(\mu)$ is the number of states below $\mu$, and $\Omega_0''=-g(\mu)$.

Now assume that $g$ is smooth near the Fermi level on the scale of $\sigma$, and that band edges lie many widths away. Expanding in $\sigma t$, the odd terms vanish because $\delta$ is even:

$$\Omega(\mu,\sigma)=\Omega_0(\mu)-\frac{M_2\sigma^2}{2}g(\mu)-\frac{M_4\sigma^4}{24}g''(\mu)+O(\sigma^6),\qquad M_n=\int t^n\delta(t)\,dt .$$

The Gaussian moments are $M_2=1/2$ and $M_4=3/4$. For Fermi-Dirac smearing, integration by parts gives $M_n=2n\int_0^\infty t^{n-1}/(e^t+1)\,dt$ for even $n\ge2$. The integrals for $n=2$ and $n=4$ are $\pi^2/12$ and $7\pi^4/120$, so $M_2=\pi^2/3$ and $M_4=7\pi^4/15$.

To return to fixed $N$, let $\mu_0$ be the zero-width Fermi level, so that $N_0(\mu_0)=N$, and write $\mu=\mu_0+d$. Because the occupations are stationary, $\partial\Omega/\partial\mu=-N$. The function $A=\Omega+\mu N$ is therefore stationary in $\mu$, and its stationary value is $F$. Its zero-width part is $E_0-gd^2/2+O(d^3)$, since the linear terms $-Nd$ and $+Nd$ cancel. With $g$, $g'$ and $g''$ taken at $\mu_0$, and with $d$ of order $\sigma^2$,

$$A=E_0-\frac{g d^2}{2}-\frac{M_2\sigma^2}{2}(g+g'd)-\frac{M_4\sigma^4}{24}g''+O(\sigma^6).$$

Setting $dA/dd=0$ gives the shift of the Fermi level,

$$d=-\frac{M_2\sigma^2g'}{2g}.$$

With this $d$, the term $-gd^2/2$ equals $-M_2^2\sigma^4g'^2/(8g)$ and the term $-M_2\sigma^2g'd/2$ equals $+M_2^2\sigma^4g'^2/(4g)$. Their sum is positive, and

$$F=E_0-\frac{M_2g}{2}\sigma^2+b\sigma^4+O(\sigma^6),\qquad b=\frac{M_2^2g'^2}{8g}-\frac{M_4g''}{24}.$$

The internal energy follows without a second expansion. When $\sigma$ changes at fixed $N$, the occupations change too, but $F$ is stationary against that change. What remains is the explicit dependence in $E-\sigma S$, so $(dF/d\sigma)_N=-S$. Therefore

$$E=F+\sigma S=F-\sigma\frac{dF}{d\sigma}=E_0+\frac{M_2g}{2}\sigma^2-3b\sigma^4+O(\sigma^6),$$

$$\frac{E+F}{2}=F-\frac{\sigma}{2}\frac{dF}{d\sigma}=E_0-b\sigma^4+O(\sigma^6).$$

The physical content is a simple balance. Smearing moves a number of electrons of order $g\sigma$ across the Fermi level, each by an energy of order $\sigma$, which costs $M_2g\sigma^2/2$. The entropy term $\sigma S$ is twice that cost at leading order, so subtracting all of it overshoots by as much as $E$ was too high. Subtracting half of it lands on $E_0$.

A smooth model band shows the size of the remainder. Take $g=0.6425$ eV$^{-1}$, $g'=0.07$ eV$^{-2}$ and $g''=-0.06$ eV$^{-3}$ at $\mu_0=0.5$ eV. For a Gaussian of 0.2 eV the quadratic term is $0.6425\times0.04/4$ eV $=6.425$ meV. Direct integration of the definitions gives $E-E_0=6.415$ meV and $F-E_0=-6.422$ meV. The formula for $b$ gives $0.000238+0.001875=0.002113$ eV$^{-3}$, so the average should err by $-b\sigma^4=-0.00338$ meV, and the integration returns $-0.00338$ meV. For Fermi-Dirac smearing of 0.1 eV the errors of $E$ and $F$ are 10.53 and $-10.56$ meV, and that of the average is $-0.0124$ meV, again as predicted. At equal $\sigma$ the Fermi-Dirac quadratic error is larger by the ratio of the second moments, $2\pi^2/3\approx6.6$, so widths of the two schemes should not be compared at face value.

Fixed electron number is essential. If $\mu$ is instead held at $\mu_0$, then $S=-\partial\Omega/\partial\sigma$ and the average is $\Omega-(\sigma/2)\,\partial\Omega/\partial\sigma+\mu_0N_\sigma$. The quadratic term cancels in the first two pieces, but the electron number has changed to $N_\sigma=-\partial\Omega/\partial\mu=N+M_2\sigma^2g'/2$ at this order. The average then misses $E_0$ by $\mu_0M_2g'\sigma^2/2$. For the smooth band with the 0.2 eV Gaussian this is 0.35 meV, and direct integration gives 0.347 meV, about a hundred times the error at fixed $N$. It even depends on where the zero of energy is placed, as expected when systems with different electron numbers are compared.

In a self-consistent calculation the levels themselves depend on $\sigma$ through the density $n$. In density-functional or similar mean-field theory, consider the functional

$$W[n;\sigma]=F_{\rm band}[v[n];\sigma]+D[n],$$

where $F_{\rm band}$ is the free energy of the levels in the potential $v[n]$ and $D$ removes double counting. Changing $n$ changes $W$ by $\int(n_{\rm out}-n)\,\delta v$, where $n_{\rm out}$ is the density produced by $v[n]$. So $W$ is stationary at self-consistency, where it equals $F$. For any fixed potential whose density of states is smooth near the Fermi level, the expansion above shows that $F_{\rm band}$ contains only even powers of $\sigma$. If the self-consistent solution continues smoothly to $\sigma=0$, without a phase transition or a singular response, the density changes by order $\sigma^2$. Stationarity turns that change into an energy of order $\sigma^4$. The quadratic coefficient is thus still $-M_2g/2$, with $g$ from the self-consistent zero-width solution, and $dF/d\sigma=-S$ still holds. The cancellation survives, while $b$ acquires a relaxation contribution.

This was tested on a chain with two sites per cell, alternating hops of 1.0 and 0.7 eV, a bare site-energy difference of 1.0 eV and 1.2 electrons per cell. The mean-field repulsion is $U=2.0$ eV and adds $Up/2$ to the site-energy difference, where $p$ is the difference in site populations. The self-consistent $g$ is 1.0406 eV$^{-1}$, so Gaussian smearing of 0.04 eV should lower $F$ by $1.0406\times0.0016/4$ eV $=0.4162$ meV; the calculation gives 0.4164 meV. The average errs by 0.000157 meV at 0.04 eV and 0.00255 meV at 0.08 eV. The growth exponent is 4.03, close to the expected fourth power. Relaxation is a small part of this remainder: with the potential frozen at its zero-width value, the error at 0.08 eV is 0.00260 meV. The test holds for a mean field restricted to $p$, with no spin polarization and a two-site cell. If $U$ is read as an on-site Hubbard repulsion and the spins are freed, this solution is unstable to a spin-density wave at twice the Fermi wave vector, where $U$ times the susceptibility per spin is 1.4 at 0.08 eV and 1.6 at 0.04 eV and grows logarithmically as $\sigma\to0$. That is a singular response of the kind excluded above.

The average is a good energy, but its derivative is not the usual force. For a parameter $\lambda$ of the Hamiltonian, stationarity gives the Hellmann-Feynman result $dF/d\lambda=\langle\partial H/\partial\lambda\rangle$, provided that the basis does not move with $\lambda$. The average equals $F+\sigma S/2$, so its derivative contains the further term $(\sigma/2)\,dS/d\lambda$. In the chain at 0.08 eV, with the site-energy difference as $\lambda$, both $dF/d\lambda$ and the expectation value are $-0.144174$, whereas the average has slope $-0.143990$. Relaxation with Hellmann-Feynman forces therefore seeks the minimum of $F$; the average can be evaluated afterwards at the relaxed structure.

The smoothness of $g$ is a real condition. The rule $F-(\sigma/2)\,dF/d\sigma$ multiplies a term $c\sigma^p$ in $F$ by $1-p/2$, which removes $p=2$ and nothing else among pure powers. A saddle point in a two-dimensional band gives a logarithmic density of states. Take $g=-A\ln|\varepsilon/W_0|$ with the Fermi level at the singularity, where symmetry keeps $\mu=0$. Integrating $\Omega_0''=A\ln|\mu/W_0|$ twice gives

$$\Omega_0(\mu)=E_0-N\mu+\frac{A\mu^2}{2}\left(\ln\left|\frac{\mu}{W_0}\right|-\frac32\right).$$

Averaging over $\mu=\sigma t$ removes the linear term and leaves $F=E_0+(AM_2/2)\sigma^2\ln(\sigma/W_0)+C\sigma^2$, with $C$ a constant. Half of $\sigma\,d/d\sigma$ acting on $\sigma^2\ln(\sigma/W_0)$ returns the same function plus $\sigma^2/2$. The average is therefore

$$\frac{E+F}{2}=E_0-\frac{AM_2}{4}\sigma^2,$$

and a quadratic error survives. For a Gaussian of 0.05 eV with $A=1$ eV$^{-1}$ it is $-0.3125$ meV, in agreement with direct integration.

Critical points in three dimensions are milder, giving square-root kinks. For the symmetric form $g=g_0+a\sqrt{|\varepsilon|}$ with $\mu_0=0$, two integrations give a term $-(4a/15)|\mu|^{5/2}$ in $\Omega_0$. It contributes $-(8a/15)J\sigma^{5/2}$ to $F$, with $J=\int_0^\infty t^{5/2}\delta(t)\,dt$. The factor $1-5/4=-1/4$ turns this into an error $+(2a/15)J\sigma^{5/2}$ of the average. The quadratic error is gone, but the remainder falls more slowly than $\sigma^4$. With $a=1$ eV$^{-3/2}$ and the same 0.05 eV Gaussian it is 0.0193 meV. The symmetric form is a simplification, since a generic critical point has the square root on one side only. That halves the $\sigma^{5/2}$ coefficient and shifts $\mu$ at order $\sigma^{3/2}$, which adds a $\sigma^3$ term; with $g_0=1$ eV$^{-1}$ the error is then 0.0089 meV.

The lead model has nearest-neighbour p hops of 1.2 eV ($\sigma$ type) and $-0.1$ eV ($\pi$ type), a spin-orbit coupling of 1.0 eV multiplying $\mathbf L\cdot\mathbf S$, and two p electrons per atom. Its density of states, averaged within 0.2 eV of the Fermi level, is 0.495 eV$^{-1}$ per atom; refining the mesh spacing from 0.020 to 0.014 Å$^{-1}$ raises it by 0.003 eV$^{-1}$, and meshes of this density or finer scatter between 0.497 and 0.499 eV$^{-1}$. The predicted error of $F$ for the 0.2 eV Gaussian is thus $-0.495\times0.04/4$ eV $=-4.95$ meV, against the computed $-4.97$ meV, or $-1.83\times10^{-4}$ hartree. Halving the width to 0.1 eV reduces the error to $-1.24$ meV and doubling it to 0.4 eV raises it to $-19.89$ meV, close to the expected factors of four. At a mesh spacing of 0.020 Å$^{-1}$ the averages differ from the reference by less than 0.02 meV at all three widths. The reference itself moves by 0.04 meV between spacings of 0.026 and 0.020 Å$^{-1}$, and by a further 0.005 meV at 0.014 Å$^{-1}$. The residues at 0.1 and 0.2 eV are smaller than even this last change, so they are not resolved, and no fourth-power law can be read from the three values.

Averaging removes a smearing error, not a k-mesh error. The derivation treats $g$ as a continuous function, which requires a mesh fine enough for the chosen $\sigma$. With the Gaussian held at 0.2 eV and a lattice constant of 5.0 Å, a mesh spacing of 0.21 Å$^{-1}$ leaves the average wrong by 2.42 meV, and sharp filling of the same levels by 4.52 meV. At 0.13 Å$^{-1}$ the two errors are 0.38 and 0.36 meV. At 0.08 Å$^{-1}$ the average errs by $-0.17$ meV and sharp filling by less than 0.01 meV, so smearing gives no advantage there. The very small sharp-filling error looks accidental, because sharp filling on the much denser mesh of 0.026 Å$^{-1}$ is still off by $-0.04$ meV. At the neighbouring spacings of 0.090 and 0.070 Å$^{-1}$ sharp filling errs by $-0.64$ and $+0.17$ meV, and the average by $-0.28$ and $-0.07$ meV. If $\sigma$ is reduced below the level spacing on a fixed mesh, the average tends to the energy of that finite set of levels, not to that of the metal.

Real lead is an fcc metal with a lattice constant of roughly 5 Å, four valence electrons and strong spin-orbit coupling. The hops, level positions and coupling used here are round values meant to be of the right order, not fitted ones. The most consequential omission examined is the s band. Adding it 8 eV below the p level, with s-p mixing and four electrons, raises $g$ to about 0.64 eV$^{-1}$ and the error of $F$ at 0.2 eV to $-6.39$ meV, while the average appears to err by $-0.06$ meV. These values are for a mesh spacing of 0.026 Å$^{-1}$. Refining it to 0.020 Å$^{-1}$ lowers $g$ to 0.63 eV$^{-1}$ and shifts both errors by $+0.10$ meV, so the error of the average is not resolved. Removing spin-orbit coupling from the p model instead gives about $-4.6$ meV for $F$, with changes of up to 0.02 meV between meshes. Cubic symmetry keeps the three p occupations equal, so the p model has no orbital charge to relax, although its $j=1/2$ population drifts from 0.967 to 0.969 between widths of 0.1 and 0.4 eV; transfer between s and p orbitals would allow relaxation, which was not computed. Longer-range hopping, lattice vibrations and changes in exchange and correlation are also left out.

The average estimates the energy at zero electronic temperature. A real metal at 300 K has $k_BT=25.9$ meV, and the Fermi-Dirac formula with the p-model $g$ gives an electronic free energy lower than $E_0$ by $\pi^2g(k_BT)^2/6\approx0.5$ meV per atom. That contribution is physical. When the free energy at a temperature is wanted, $F$ with Fermi-Dirac occupations at that temperature is the quantity to keep, and averaging it with $E$ would discard the effect being sought.

## Computed values

```
Smooth band: g=0.6425 /eV, g'=0.0700 /eV^2
Smooth band: g''=-0.0600 /eV^3, mu0=0.50 eV
gauss, sigma=0.2 eV: mu shift=-1.0906 meV
  E-E0=6.41485, F-E0=-6.42162 meV
  average-E0=-0.003382 meV
  quartic prediction=-0.003381 meV
fermi, sigma=0.1 eV: mu shift=-1.7951 meV
  E-E0=10.53150, F-E0=-10.55630 meV
  average-E0=-0.012399 meV
  quartic prediction=-0.012396 meV
Fixed mu, gauss 0.2 eV: average-E0=0.34700 meV
Singular cases: gauss 0.05 eV; A=1 /eV, W=1 eV;
  g0=1 /eV, a=1 /eV^1.5
  logarithm: average-E0=-0.31250 meV
  square root: average-E0=0.01932 meV
Chain: hops=1.0, 0.7; U=2.0 eV
Chain: site gap=1.0 eV, N=1.2
Chain: self-consistent g=1.0406 /eV
  sigma=0.04 eV: F-E0=-0.41639 meV
    average-E0=0.000157 meV
  sigma=0.08 eV: F-E0=-1.66744 meV
    average-E0=0.002554 meV
Chain: error exponent=4.028
Chain: dF/dgap=-0.144174, HF=-0.144174
Chain: d(average)/dgap=-0.143990
Lead model: pp sigma=1.2, pp pi=-0.1 eV
Lead model: spin-orbit=1.0 eV, N=2, a=5.0 A
  E0=-6.280453 eV/atom, Fermi level=-0.9964 eV
  g=0.4951 /eV/atom (window +-0.2 eV)
  E0 change, mesh 48 to 64=0.04007 meV
Lead errors in meV/atom: E, F, average
  gauss 0.1 eV: 1.2468 -1.2409 0.0029
  gauss 0.2 eV: 4.9756 -4.9713 0.0022
  gauss 0.4 eV: 19.8547 -19.8897 -0.0175
  fermi 0.1 eV: 8.1811 -8.1796 0.0007
  gauss 0.2 eV: F error=-1.8269e-04 hartree
  formula -g*sigma^2/4=-4.9511 meV
Coarse meshes, gauss 0.2 eV, errors in meV/atom:
  dk=0.2094 /A: sharp=4.5232, average=2.4211
  dk=0.1257 /A: sharp=0.3573, average=0.3831
  dk=0.0785 /A: sharp=-0.0037, average=-0.1663
Neglected effects, gauss 0.2 eV, errors in meV/atom:
  s level=-8.0, ss=-0.3, sp=0.8 eV
  no spin-orbit: g=0.4621 /eV, F=-4.6090, average=-0.0070
  s band added: g=0.6419 /eV, F=-6.3864, average=-0.0646
  300 K: kT=25.852 meV, F-E0=-0.5443 meV
```
